# Smoothed barrier peak and quantum transmission through a 1 nm barrier: a numerical check

```python
"""Gaussian smoothing of a rectangular barrier versus exact transmission.

Result under test: a barrier of height V0 and width L, smoothed with a
Gaussian of standard deviation s, has peak V0*erf(L/(2*sqrt(2)*s)).
This peak is a mass-independent classical threshold. The quantum
transmission T(E) of the original barrier is gradual and mass-dependent:
T = 1/(1 + V0^2 sinh^2(kappa L)/(4 E (V0-E))) for E < V0.
Units: energy eV, length nm, mass in free-electron masses.
C = hbar^2/(2 m0); b^2 = mass*V0*L^2/C is the barrier strength.
The effective-mass model has flat, equal leads and no scattering.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfinv, exp1, expit

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
L, S, V0 = 1.0, 0.5, 0.10
MASS, GAP, LATTICE = 0.014, 0.17, 0.65   # rough InSb values
TEMP, FERMI = 300.0, 0.050
KT = const.k * TEMP / const.e


def smoothed(x, s=S):
    a = np.sqrt(2) * s
    return V0 / 2 * (erf((x + L / 2) / a) - erf((x - L / 2) / a))


def convolved(x, s=S):
    """Direct convolution of the rectangular barrier."""
    def gauss(y):
        return np.exp(-(x - y)**2 / (2 * s**2)) / (s * np.sqrt(2 * np.pi))
    return V0 * quad(gauss, -L / 2, L / 2, epsabs=1e-13)[0]


def transmission(energy, mass):
    """Closed formula, written so that E = V0 is regular."""
    b2 = mass * V0 * L**2 / C
    z2 = b2 * (1 - energy / V0)
    z = np.sqrt(abs(z2))
    if z < 1e-6:
        ratio = 1 + z2 / 6
    else:
        ratio = np.sinh(z) / z if z2 > 0 else np.sin(z) / z
    return 1 / (1 + b2 * ratio**2 * V0 / (4 * energy))


def wave_transmission(energy, lead_mass, barrier_mass=None,
                      potential=None, edge=L / 2, rtol=1e-10):
    """Integrate the wave equation leftward from an outgoing wave.

    The state is (psi, psi'/mass), continuous at mass steps.
    """
    inner = lead_mass if barrier_mass is None else barrier_mass
    pot = (lambda x: V0) if potential is None else potential
    k = np.sqrt(lead_mass * energy / C)

    def rhs(x, y):
        return [inner * y[1], (pot(x) - energy) / C * y[0]]

    start = np.array([1.0 + 0j, 1j * k / lead_mass])
    sol = solve_ivp(rhs, (edge, -edge), start, method="DOP853",
                    rtol=rtol, atol=1e-12)
    psi, flux_part = sol.y[:, -1]
    incoming = (psi + lead_mass * flux_part / (1j * k)) / 2
    return 1 / abs(incoming)**2


def energy_at(target, mass):
    """Energy of a given T, below the first resonance."""
    b2 = mass * V0 * L**2 / C
    top = V0 * (1 + np.pi**2 / b2)
    return brentq(lambda e: transmission(e, mass) - target,
                  1e-8 * V0, top, xtol=1e-14)


def thermal_fraction(mass):
    """Transmitted fraction of a nondegenerate incident flux."""
    def f(u):
        return transmission(u * KT, mass) * np.exp(-u)
    cuts = [0, 0.1, 1, V0 / KT, 12, 45]
    return sum(quad(f, a, b, epsabs=1e-11)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


# Smoothed profile: convolution, peak position and conserved area
for x in (-1.3, -0.5, 0.0, 0.2, 0.9):
    assert abs(smoothed(x) - convolved(x)) < 1e-10
grid = np.linspace(-3, 3, 1201)
profile = np.array([convolved(x) for x in grid])
assert abs(grid[np.argmax(profile)]) < 1e-9
peak = V0 * erf(L / (2 * np.sqrt(2) * S))
assert abs(profile.max() - peak) < 1e-10
area = quad(smoothed, -8, 8, points=[-1, 0, 1], epsabs=1e-12)[0]
assert abs(area - V0 * L) < 1e-9


# Classical threshold from Newtonian trajectories at two masses
def final_position(energy, inertia):
    def rhs(t, y):
        g1 = np.exp(-(y[0] + L / 2)**2 / (2 * S**2))
        g2 = np.exp(-(y[0] - L / 2)**2 / (2 * S**2))
        force = -V0 * (g1 - g2) / (S * np.sqrt(2 * np.pi))
        return [y[1], force / inertia]
    speed = np.sqrt(2 * energy / inertia)
    sol = solve_ivp(rhs, (0, 200 * np.sqrt(inertia)), [-4.0, speed],
                    method="DOP853", rtol=1e-9, atol=1e-11)
    return sol.y[0, -1]


for inertia in (1.0, 5.0):
    assert final_position(0.99 * peak, inertia) < -4
    assert final_position(1.01 * peak, inertia) > 4

# Closed transmission formula against the integrated wave equation
for mass in (MASS, 0.3, 1.0):
    for energy in (0.005, peak, V0, 0.17):
        assert abs(transmission(energy, mass)
                   - wave_transmission(energy, mass)) < 1e-7
    rise = [transmission(e, mass) for e in np.linspace(0.001, 0.2, 200)]
    assert np.all(np.diff(rise) > 0)

b_insb = np.sqrt(MASS * V0 * L**2 / C)
t_peak = transmission(peak, MASS)
wavelength = 2 * np.pi / np.sqrt(MASS * peak / C)
e10, e50, e90 = [energy_at(t, MASS) for t in (0.1, 0.5, 0.9)]
e_weak = MASS * V0**2 * L**2 / (4 * C)
assert abs(e50 / e_weak - 1) < 0.02
assert abs(t_peak - 1 / (1 + e_weak / peak)) < 1e-3

# Quantum transmission of the smoothed barrier, with convergence
t_smooth = wave_transmission(peak, MASS, potential=smoothed, edge=4.0)
t_check = wave_transmission(peak, MASS, potential=smoothed, edge=5.0,
                            rtol=1e-12)
smooth_shift = abs(t_smooth - t_check)
assert smooth_shift < 1e-7
assert abs(t_smooth - t_peak) < 0.01

# Mass for which the classical threshold is the half-transmission point
r = peak / V0
b_match = np.arcsinh(2 * np.sqrt(r * (1 - r))) / np.sqrt(1 - r)
m_match = b_match**2 * C / (V0 * L**2)
assert abs(wave_transmission(peak, m_match) - 0.5) < 1e-7
match10, match90 = energy_at(0.1, m_match), energy_at(0.9, m_match)

# Thermal flux: formula against sampled flux-weighted velocities
classical = np.exp(-peak / KT)
bare_classical = np.exp(-V0 / KT)
rng = np.random.default_rng(7)
velocity = np.abs(rng.normal(size=2_000_000))   # units sqrt(kT/m)
passed = velocity**2 / 2 > peak / KT
sampled = velocity[passed].sum() / velocity.sum()
assert abs(sampled / classical - 1) < 0.02      # sampling noise
quantum = thermal_fraction(MASS)
y = e_weak / KT
weak_quantum = 1 - y * np.exp(y) * exp1(y)
assert abs(quantum - weak_quantum) < 0.005
energy_grid = (np.arange(4000) + 0.5) * 0.01 * KT
wave_sum = sum(wave_transmission(e, MASS, rtol=1e-7)
               * np.exp(-e / KT) * 0.01 for e in energy_grid[:1500])
assert abs(wave_sum - quantum) < 2e-3           # midpoint grid error
quantum_match = thermal_fraction(m_match)

# Smoothing length that reproduces the quantum thermal flux
needed_peak = -KT * np.log(quantum)
s_needed = L / (2 * np.sqrt(2) * erfinv(needed_peak / V0))
assert abs(np.exp(-convolved(0.0, s_needed) / KT) - quantum) < 1e-8


# Nonparabolicity: two-band mass proportional to energy above valence edge
def two_mass_formula(energy, lead_mass, barrier_mass):
    k = np.sqrt(lead_mass * energy / C)
    kap = np.sqrt(barrier_mass * (V0 - energy) / C)
    eta = kap * lead_mass / (k * barrier_mass)
    return 1 / (1 + (eta + 1 / eta)**2 * np.sinh(kap * L)**2 / 4)


lead_m = MASS * (1 + peak / GAP)
rigid_m = MASS * (1 + (peak - V0) / GAP)
t_rigid = two_mass_formula(peak, lead_m, rigid_m)
t_flat = two_mass_formula(peak, lead_m, lead_m)
assert abs(t_rigid - wave_transmission(peak, lead_m, rigid_m)) < 1e-7
assert abs(t_flat - wave_transmission(peak, lead_m, lead_m)) < 1e-7


# Degeneracy: integrating over transverse energy gives the log weight
def supply(energy, fermi=FERMI):
    return KT * np.logaddexp(0, (fermi - energy) / KT)


for energy in (0.01, 0.08):
    direct = quad(lambda w: expit((FERMI - energy - w) / KT),
                  0, FERMI + 40 * KT, epsabs=1e-12)[0]
    assert abs(direct - supply(energy)) < 1e-9


def fermi_fractions(fermi):
    top = max(fermi, 0) + 40 * KT
    cuts = [0, 0.002, 0.02, peak, V0, top]
    parts = list(zip(cuts[:-1], cuts[1:]))
    total = sum(quad(supply, a, b, args=(fermi,), epsabs=0)[0]
                for a, b in parts)
    above = sum(quad(supply, a, b, args=(fermi,), epsabs=0)[0]
                for a, b in parts[3:])
    wave = sum(quad(lambda e: transmission(e, MASS) * supply(e, fermi),
                    a, b, epsabs=0)[0] for a, b in parts)
    return above / total, wave / total


dilute = fermi_fractions(-10 * KT)
assert abs(dilute[0] - classical) < 1e-4
assert abs(dilute[1] - quantum) < 1e-4
deg_classical, deg_quantum = fermi_fractions(FERMI)
density = (MASS / C)**1.5 / (2 * np.pi**2) * 1e21 * quad(
    lambda e: np.sqrt(e) * expit((FERMI - e) / KT),
    0, FERMI + 40 * KT, epsabs=1e-13)[0]

print(f"Barrier width L = {L:.2f} nm")
print(f"Gaussian standard deviation s = {S:.2f} nm")
print(f"Barrier height V0 = {V0:.3f} eV")
print(f"Effective mass (rough InSb) = {MASS:.3f} m0")
print(f"Temperature = {TEMP:.0f} K; kT = {KT:.5f} eV")
print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"Smoothed peak / V0 = {r:.6f}")
print(f"Smoothed peak = classical threshold = {peak:.6f} eV")
print(f"Peak reduction = {V0 - peak:.6f} eV")
print(f"Peak reduction = {100 * (1 - r):.3f} percent")
print(f"Area under smoothed barrier = {area:.6f} eV nm")
print(f"Barrier strength b = {b_insb:.5f}")
print(f"Electron wavelength at threshold = {wavelength:.2f} nm")
print(f"Quantum T at classical threshold = {t_peak:.5f}")
print(f"Quantum T at E = V0: {transmission(V0, MASS):.5f}")
print(f"Energy for T = 0.1: {e10:.6f} eV")
print(f"Energy for T = 0.5: {e50:.6f} eV")
print(f"Energy for T = 0.9: {e90:.6f} eV")
print(f"Weak-barrier energy E_d = {e_weak:.6f} eV")
print(f"Quantum T of smoothed barrier, same E = {t_smooth:.5f}")
print(f"Its numerical convergence shift = {smooth_shift:.1e}")
print("Mass scan: mass (m0), T at threshold, E for T=0.5 (eV)")
for mass in (MASS, 0.1, 0.3, m_match, 1.0):
    print(f"  {mass:.4f}  {transmission(peak, mass):.4f}"
          f"  {energy_at(0.5, mass):.5f}")
print(f"Matching strength b* = {b_match:.5f}")
print(f"Matching mass = {m_match:.4f} m0")
print(f"Matched mass: E for T = 0.1: {match10:.5f} eV")
print(f"Matched mass: E for T = 0.9: {match90:.5f} eV")
print(f"Thermal flux, original classical = {bare_classical:.5f}")
print(f"Thermal flux, smoothed classical = {classical:.5f}")
print(f"Thermal flux, quantum = {quantum:.5f}")
print(f"Thermal flux, weak-barrier formula = {weak_quantum:.5f}")
print(f"Quantum / smoothed classical flux = {quantum / classical:.2f}")
print(f"Matched mass: quantum thermal flux = {quantum_match:.5f}")
print(f"Matched mass: flux ratio = {quantum_match / classical:.2f}")
print(f"Peak needed for quantum flux = {needed_peak:.6f} eV")
print(f"Smoothing length needed = {s_needed:.2f} nm")
print(f"Gap used for nonparabolicity (rough) = {GAP:.2f} eV")
print(f"Two-band lead mass at threshold = {lead_m:.5f} m0")
print(f"Two-band barrier mass, rigid shift = {rigid_m:.5f} m0")
print(f"Two-band T, both edges shifted = {t_rigid:.5f}")
print(f"Two-band T, flat valence edge = {t_flat:.5f}")
print(f"Fermi level for degeneracy test = {FERMI:.3f} eV")
print(f"Parabolic electron density = {density:.3e} cm^-3")
print(f"Degenerate flux, smoothed classical = {deg_classical:.5f}")
print(f"Degenerate flux, quantum = {deg_quantum:.5f}")
print(f"Lattice constant (rough) = {LATTICE:.2f} nm")
print(f"Barrier width / lattice constant = {L / LATTICE:.2f}")
print("all assertions hold")
```

Running it gives:

```
Barrier width L = 1.00 nm
Gaussian standard deviation s = 0.50 nm
Barrier height V0 = 0.100 eV
Effective mass (rough InSb) = 0.014 m0
Temperature = 300 K; kT = 0.02585 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
Smoothed peak / V0 = 0.682689
Smoothed peak = classical threshold = 0.068269 eV
Peak reduction = 0.031731 eV
Peak reduction = 31.731 percent
Area under smoothed barrier = 0.100000 eV nm
Barrier strength b = 0.19169
Electron wavelength at threshold = 39.67 nm
Quantum T at classical threshold = 0.98667
Quantum T at E = V0: 0.99090
Energy for T = 0.1: 0.000103 eV
Energy for T = 0.5: 0.000930 eV
Energy for T = 0.9: 0.008361 eV
Weak-barrier energy E_d = 0.000919 eV
Quantum T of smoothed barrier, same E = 0.98685
Its numerical convergence shift = 1.0e-13
Mass scan: mass (m0), T at threshold, E for T=0.5 (eV)
  0.0140  0.9867  0.00093
  0.1000  0.9101  0.00711
  0.3000  0.7615  0.02394
  0.8304  0.5000  0.06827
  1.0000  0.4426  0.07876
Matching strength b* = 1.47634
Matching mass = 0.8304 m0
Matched mass: E for T = 0.1: 0.01113 eV
Matched mass: E for T = 0.9: 0.20802 eV
Thermal flux, original classical = 0.02090
Thermal flux, smoothed classical = 0.07131
Thermal flux, quantum = 0.89630
Thermal flux, weak-barrier formula = 0.89708
Quantum / smoothed classical flux = 12.57
Matched mass: quantum thermal flux = 0.20263
Matched mass: flux ratio = 2.84
Peak needed for quantum flux = 0.002830 eV
Smoothing length needed = 14.09 nm
Gap used for nonparabolicity (rough) = 0.17 eV
Two-band lead mass at threshold = 0.01962 m0
Two-band barrier mass, rigid shift = 0.01139 m0
Two-band T, both edges shifted = 0.99046
Two-band T, flat valence edge = 0.98139
Fermi level for degeneracy test = 0.050 eV
Parabolic electron density = 1.134e+17 cm^-3
Degenerate flux, smoothed classical = 0.13122
Degenerate flux, quantum = 0.92395
Lattice constant (rough) = 0.65 nm
Barrier width / lattice constant = 1.54
all assertions hold
```
